Closed form of one-loop vacuum polarization and its continuation in velocity

**1. A special case**

Natural units ħ = c = 1 and the metric (+,−,−,−) are used. For a loop of one charged fermion of mass m, here the electron, the vacuum polarization function subtracted at q² = 0 is Π = αF/π, where

F(q²) = 2 ∫₀¹ dx x(1−x) ln[1 − x(1−x) q²/m²].   (1)

Lemma 1 derives this formula. At q² = 2m² the integral can be done in a few lines. Put x = (1+u)/2, so that x(1−x) = (1−u²)/4 and dx = du/2. The argument of the logarithm becomes (1+u²)/2. The integrand is even in u, so the range −1 < u < 1 can be folded onto 0 < u < 1:

F = ½ ∫₀¹ du (1−u²) ln[(1+u²)/2].

Integrate by parts with the antiderivative (u − u³/3)/2 of (1−u²)/2. The boundary term vanishes at u = 1 because the logarithm is zero there, and at u = 0 because the antiderivative is zero there. The derivative of the logarithm is 2u/(1+u²), hence

F = −∫₀¹ du (u² − u⁴/3)/(1+u²).

Polynomial division gives

(u² − u⁴/3)/(1+u²) = −u²/3 + 4/3 − (4/3)/(1+u²),

and therefore

F(2m²) = −(−1/9 + 4/3 − π/3) = π/3 − 11/9 = −0.17502.

An arctangent appeared because u²+1 has no real zero. For other momenta 1+u² is replaced by u² − v², with

v² = 1 − 4m²/q².   (2)

The special case is v² = −1. The sign and size of v² decide whether the answer contains a real logarithm, an arctangent or a complex logarithm.

**2. The theorem**

Let Ln be the principal logarithm, with imaginary part between −π and π and its cut on the negative real axis.

**Theorem.** To order α, for every q² in the complex plane cut along [4m², ∞),

F = −8/9 + v²/3 + [v(3−v²)/6] Ln[(v+1)/(v−1)],   (3)

with either square root v of (2), and with F(0) = 0 understood as the limit q² → 0. On the real axis this gives three forms.

(a) Spacelike, q² < 0, v > 1: formula (3) with a real logarithm.

(b) Below threshold, 0 < q² < 4m², with v = iw and w = √(4m²/q² − 1) > 0:

F = −8/9 − w²/3 + [w(3+w²)/3] arctan(1/w).   (4)

(c) Above threshold, q² > 4m², approached as q² + i0, with 0 < v < 1:

F = −8/9 + v²/3 + [v(3−v²)/6] {ln[(1+v)/(1−v)] − iπ}.   (5)

In case (c) v is a velocity. In the rest frame of a real pair of total energy √q², each particle has energy E = √q²/2 and speed √(1 − m²/E²) = √(1 − 4m²/q²). In case (a) v exceeds 1 and in case (b) it is imaginary; there it is a convenient variable and nothing moves with that speed.

**3. From the loop to the parameter integral**

**Lemma 1.** Define Π by iΠ^{μν} = (q²g^{μν} − q^μq^ν) iΠ, and subtract so that Π(0) = 0. Then Π = αF/π with F given by (1).

*Proof.* Let p = k + q. The closed fermion loop carries a factor −1, each vertex −ieγ, and each propagator a factor i. Their product is (−1)(−ie)²(i)² = −e², so in d dimensions

iΠ^{μν} = −e² ∫ dᵈk/(2π)ᵈ N^{μν}/[(k²−m²)(p²−m²)],

N^{μν} = tr[γ^μ(k̸+m)γ^ν(p̸+m)] = 4[k^μp^ν + k^νp^μ − g^{μν}(k·p − m²)].

The tensor is transverse. Contracting with q_μ puts q̸ = (p̸−m) − (k̸−m) between two propagators, and

(p̸−m)⁻¹ q̸ (k̸−m)⁻¹ = (k̸−m)⁻¹ − (p̸−m)⁻¹.

The two terms cancel after a shift of the integration momentum, which dimensional regularization permits. It is therefore enough to find the coefficient of q^μq^ν.

Combine the denominators with 1/(AB) = ∫₀¹ dx/[(1−x)A + xB]². Here

(1−x)k² + x(k+q)² − m² = (k+xq)² + x(1−x)q² − m² = l² − Δ,

with l = k + xq and Δ = m² − x(1−x)q². Substituting k = l − xq and p = l + (1−x)q gives

k^μp^ν + k^νp^μ = 2l^μl^ν − 2x(1−x)q^μq^ν + terms linear in l.

The linear terms integrate to zero, and l^μl^ν integrates to a multiple of g^{μν}. The q^μq^ν part of N^{μν} is thus −8x(1−x)q^μq^ν. Multiplied by −e² and compared with −iΠ q^μq^ν, it yields

iΠ = −8e² ∫₀¹ dx x(1−x) ∫ dᵈl/(2π)ᵈ 1/(l²−Δ)².

Take q² < 0 first, so that Δ > 0. The rotation l⁰ = i l⁰_E turns the inner integral into iJ(Δ), where J(Δ) = ∫ dᵈl_E/(2π)ᵈ (l_E²+Δ)⁻². Only J(Δ) − J(m²) survives the subtraction, and this difference is finite at d = 4. The solid angle there is 2π², so

dJ/dΔ = −2 · [2π²/(2π)⁴] ∫₀^∞ dl l³/(l²+Δ)³ = −2 · [1/(8π²)] · [1/(4Δ)] = −1/(16π²Δ).

Integrating from m² to Δ gives J(Δ) − J(m²) = −ln(Δ/m²)/(16π²). With e² = 4πα,

Π(q²) = [8e²/(16π²)] ∫₀¹ dx x(1−x) ln(Δ/m²) = (2α/π) ∫₀¹ dx x(1−x) ln(Δ/m²),

which is αF/π. Other momenta are reached by analytic continuation. The Feynman prescription m² → m² − i0 makes Δ → Δ − i0, which is also the effect of q² → q² + i0. ∎

**Remark on the sign.** Between conserved currents the q^μq^ν terms drop out. Each further loop then contributes (iq²Π)(−i/q²) = Π, and the chain of loops sums to 1/(1−Π). The effective coupling is α/(1−Π), so a positive Π strengthens the interaction.

**4. The spacelike integral**

**Lemma 2.** For q² < 0, formula (3) holds with v > 1.

*Proof.* Again put x = (1+u)/2. Equation (2) gives q²/(4m²) = 1/(1−v²), so

1 − x(1−x)q²/m² = 1 − (1−u²)/(1−v²) = (u²−v²)/(1−v²).

Folding the even integrand gives

F = ½ ∫₀¹ du (1−u²) ln[(u²−v²)/(1−v²)].

Integrate by parts as in Section 1. At u = 1 the logarithm is ln 1 = 0; at u = 0 the antiderivative vanishes and the logarithm is finite. The derivative of the logarithm is 2u/(u²−v²), so

F = −∫₀¹ du (u² − u⁴/3)/(u²−v²).

The division now reads

(u² − u⁴/3)/(u²−v²) = −u²/3 + (1 − v²/3) + v²(1 − v²/3)/(u²−v²).

To confirm it, multiply by u²−v²: the u² terms add to v²/3 + 1 − v²/3 = 1, and the constants cancel. The remaining integral follows from partial fractions:

∫₀¹ du/(u²−v²) = (1/2v) ∫₀¹ du [1/(u−v) − 1/(u+v)]
= (1/2v) {ln[(v−1)/v] − ln[(v+1)/v]}
= −(1/2v) ln[(v+1)/(v−1)].

The first two terms of the division integrate to −1/9 + 1 − v²/3 = 8/9 − v²/3. Hence

F = −8/9 + v²/3 + (v/2)(1 − v²/3) ln[(v+1)/(v−1)],

and (v/2)(1 − v²/3) = v(3−v²)/6. ∎

**5. The cut plane seen in the variable v**

**Lemma 3.** The right side of (3) does not depend on the choice of root and is analytic in the cut q² plane, once its value at q² = 0 is set to zero.

*Proof.* Under v → −v the ratio r = (v+1)/(v−1) becomes 1/r. Off the cut of the logarithm Ln(1/r) = −Ln r, and the prefactor v(3−v²) also changes sign. The product is even, so the root does not matter.

The logarithm is singular when r is zero or infinite, and it has a cut where r is negative. Solving for v gives v = (r+1)/(r−1). With r = −ρ and ρ > 0 this is v = (ρ−1)/(ρ+1), which lies between −1 and 1. The values r = 0 and r = ∞ are v = −1 and v = 1. All these points have 0 ≤ v² ≤ 1. By q² = 4m²/(1−v²), they correspond to q² ≥ 4m² or to infinite q². None lies in the cut plane. Moreover v² ≠ 0 there, so a root can be chosen analytically near each point other than q² = 0.

As q² → 0, |v| → ∞. For |v| > 1,

Ln[(v+1)/(v−1)] = 2[1/v + 1/(3v³) + 1/(5v⁵) + 1/(7v⁷) + …].

Multiplying by v(3−v²)/6 gives

−v²/3 + (1 − 1/9) + (1/3 − 1/15)/v² + (1/5 − 1/21)/v⁴ + … .

The first two terms cancel the polynomial part of (3), leaving

F = 4/(15v²) + 16/(105v⁴) + … .   (6)

This tends to zero, so the singularity at q² = 0 is removable. ∎

**Proof of the theorem.** The parameter integral (1) is analytic in the same cut plane. Its logarithm could meet a cut only if x(1−x)q²/m² were real and at least 1. Since x(1−x) ≤ 1/4, this requires real q² ≥ 4m². Both sides of (3) are therefore analytic in the cut plane, and by Lemma 2 they agree on the negative axis. By the identity theorem for analytic functions they agree throughout. This proves (3) and (a).

For (b), set v = iw. The number iw+1 has phase arctan w, and iw−1 has phase π − arctan w. Their moduli are equal. The ratio has phase 2 arctan w − π = −2 arctan(1/w), which lies between −π and 0 and is therefore the principal value. Thus

v Ln[(v+1)/(v−1)] = iw · [−2i arctan(1/w)] = 2w arctan(1/w).

Multiplication by (3−v²)/6 = (3+w²)/6 gives the last term of (4), and v²/3 = −w²/3 gives the other.

For (c), let q² have a small positive imaginary part. From (2),

Im v² = 4m² Im q²/|q²|² > 0,

so the root with positive real part lies just above the interval (0,1). There v+1 has phase near 0 and v−1 has phase just below π. The ratio has phase just above −π, and its modulus is (1+v)/(1−v). The logarithm tends to ln[(1+v)/(1−v)] − iπ, which is (5). ∎

**Remark on the path.** The last inequality shows that the upper half of the q² plane becomes the upper half of the v² plane, and hence the first quadrant of v. As q² runs along the real axis from −∞ to ∞, v follows the edge of that quadrant:

q² from −∞ to 0: v from 1 to ∞;
q² from 0 to 4m²: v from i∞ to 0;
q² from 4m² to ∞: v from 0 to 1.

One can also go from v = 2 to v = 1/2 through the interior of the quadrant. The path passes above v = 1, the phase of v−1 rises from 0 to π, and the logarithm changes from ln 3 to ln 3 − iπ. A path through the fourth quadrant passes below v = 1 and gives ln 3 + iπ, the value on the other side of the cut, q² − i0.

**6. The imaginary part**

Equation (5) gives, on the upper side of the cut,

Im Π = −α v(3−v²)/6.   (7)

The parameter integral shows its origin. Above threshold Δ is negative for |u| < v, that is for (1−v)/2 < x < (1+v)/2. With q² + i0 the logarithm has imaginary part −π there and zero elsewhere, so

Im F = −2π ∫ dx x(1−x) = −2π ∫₀^v du (1−u²)/4 = −(π/2)(v − v³/3),

in agreement with (7). The interval opens at q² = 4m², the smallest q² at which a real pair can exist.

The imaginary part also fixes the real function elsewhere. Apply Cauchy's formula to F(z)/z, which is analytic at z = 0. The large circle contributes nothing, because F grows only logarithmically (Section 7). Near threshold F is bounded, so a small circle there contributes nothing either. The discontinuity across the cut is 2i Im F, and

F(q²) = (q²/π) ∫_{4m²}^∞ dt Im F(t)/[t(t−q²)].   (8)

Since Im F < 0, F is positive for spacelike q² and negative for 0 < q² < 4m².

**7. Limiting cases and range of validity**

*Small momentum.* Let s = q²/m². Then 1/v² = s/(s−4) = −s/4 − s²/16 − …, and (6) becomes

F = −s/15 + s²(−1/60 + 1/105) + … = −s/15 − s²/140 + … .

*Threshold.* For small v, ln[(1+v)/(1−v)] = 2v + O(v³), so above threshold

F = −8/9 − iπv/2 + 4v²/3 + O(v³).

Putting v = iw gives, below threshold,

F = −8/9 + πw/2 − 4w²/3 + O(w³).

The same linear term is imaginary on one side and real on the other. Since w varies as the square root of the distance to threshold, F falls to −8/9 from larger values, with infinite slope in q², as q² rises to 4m².

*Large momentum.* For large |s|, v = 1 − 2/s + O(1/s²). The prefactor v(3−v²)/6 is stationary at v = 1 and equals 1/3 + O(1/s²). Also

(v+1)/(v−1) = (v+1)²/(v²−1) = −s(v+1)²/4,

whose logarithm is ln(−s) − 2/s + O(1/s²). With v²/3 = 1/3 − 4/(3s),

F = ⅓[ln(−q²/m²) − 5/3] − 2m²/q² + O(m⁴ ln|s|/q⁴).   (9)

On the upper side of the cut ln(−q²/m²) = ln(q²/m²) − iπ.

*Where one loop is not enough.* The result is the first term of an expansion in α. At extreme |q²| the logarithm in (9) can make |Π| comparable to 1, and a truncation at one loop is then unjustified. Close to threshold there is another limit. A slow pair at separation 1/(mv) has Coulomb energy of order αmv and kinetic energy of order mv². Their ratio α/v estimates the importance of photon exchange within the pair, so formula (5) should not be trusted for v of order α or smaller. The ratio measures the correction against the term of F linear in v, which above threshold is the imaginary part: the next order changes Im F by a relative amount near πα/(2v), already about 15% at v = 10α. Below threshold the ratio α/w likewise refers to the term πw/2 and not to F itself, whose next-order correction grows only logarithmically and is about 5% at w = α. Formula (4) and the threshold value −8/9 still fail for w of order α or smaller, because the bound states of the pair (positronium, of mass 2m − mα²/(4n²)) put poles at w ≈ α/(2n) that no finite order in α contains.

**8. Numbers for the electron**

Take α = 0.00729735 and m = 0.510999 MeV. Inverting (2) gives q² = 4m²/(1−v²). The values of Π below are those of the one-loop term, rounded to three figures. The next order is not computed here. Its relative size is α/π ≈ 0.002 times a coefficient that is not fixed by this estimate and can be several units, enough to change the third figure, and at v = 1/2 the estimate α/v ≈ 0.015 of Section 7 is larger still, so the third figure describes the one-loop term only.

*Spacelike, v = 2.* Here q² = −4m²/3 and √(−q²) = 0.590 MeV. The prefactor is 2(3−4)/6 = −1/3, so

F = −8/9 + 4/3 − (1/3) ln 3 = 0.44444 − 0.36620 = 0.07824,
Π = 1.82 × 10⁻⁴.

*Below threshold, w = 1.* Here q² = 2m² and √q² = 0.723 MeV. Formula (4) gives

F = −8/9 − 1/3 + (4/3)(π/4) = π/3 − 11/9 = −0.17502,
Π = −4.07 × 10⁻⁴,

the value found in Section 1.

*Above threshold, v = 1/2.* Here q² = 16m²/3 and √q² = 1.180 MeV. The prefactor is (1/2)(11/4)/6 = 11/48, so

F = −8/9 + 1/12 + (11/48)(ln 3 − iπ)
= −0.80556 + 0.25177 − 0.71995 i
= −0.55379 − 0.71995 i,
Π = (−1.29 − 1.67 i) × 10⁻³.

The same real number ln 3 enters at v = 2 and v = 1/2, because v → 1/v only reverses the sign of (v+1)/(v−1). That reversal is the phase acquired in the continuation.

*Large spacelike momentum.* At √(−q²) = 1 GeV, −q²/m² = 3.83 × 10⁶. Formula (3) gives F = 4.497, and the logarithmic part of (9) gives the same four figures. Then Π = 0.0104. Since 1/α_eff = (1−Π)/α = 1/α − F/π, the inverse coupling changes from 137.04 to 135.60. This is the effect of the electron loop alone; muon, tau and hadronic contributions and higher orders are left out.
